**Zero variance and quadrature noise of a nonlocal local energy**

For an exact eigenstate $\Psi$ the local energy $H\Psi/\Psi$ is constant when the angular integral of the nonlocal potential is exact; a randomly rotated finite rule keeps the mean and adds the variance $\sum_l(2l+1)\sum_{L\ge1}(2L+1)S_L\sum_Jg_{LlJ}\int v_l^2p_Jr^2dr$. Here $v_l$ is the potential in channel $l$, $S_L=\sum_{jk}w_jw_kP_L(\mathbf n_j\cdot\mathbf n_k)$ describes the rule with directions $\mathbf n_k$ and weights $w_k$, $g_{LlJ}=\frac12\int P_LP_lP_J\,dx$, and $p_J(r)$ is the squared radial amplitude of partial wave $J$. The program diagonalizes a one-electron model and asserts that the local energy, from finite differences and a dense angular rule, equals the eigenvalue at six positions; the largest deviation is $4.4\times10^{-9}$ hartree. For rules with 4, 6, 12 and 26 points it asserts that the formula matches a sampling-free average over density and rotations, and also random rotations within six standard errors. The variance falls from $3.8\times10^{-4}$ to $3.4\times10^{-13}$ hartree², and the random estimates lie within about two standard errors of the formula. A VMC run with the six-point rule is asserted to reproduce the energy and the predicted variance within statistical error. Further assertions show that an unrotated six-point rule shifts the mean energy, and that at zero field, where the state is a pure $s$ wave, six points leave no variance beyond numerical error.

## Numerical check

```python
"""Zero variance of the VMC local energy with a nonlocal potential.

Result under test (hartree atomic units): for an exact eigenstate psi the
local energy (H psi)/psi is constant if the angular integral is exact.
A finite angular rule (directions n_k, weights w_k, sum 1), rotated at
random, keeps the mean energy but adds the variance
  sum_l (2l+1) sum_{L>=1} (2L+1) S_L sum_J g_LlJ int v_l^2 p_J r^2 dr,
  S_L = sum_jk w_j w_k P_L(n_j.n_k),  g_LlJ = (1/2) int P_L P_l P_J dx,
  p_J(r) = squared radial amplitude of partial wave J of psi.
Model: H = -lap/2 + r^2/2 - field*z + v_0(r) Proj_0 + v_1(r) Proj_1,
       v_l(r) = AMP[l] * exp(-r^2/2).
"""
import itertools
import numpy as np
from numpy.polynomial.legendre import leggauss, legval
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import eval_legendre, gamma
from scipy.spatial.transform import Rotation

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
FIELD = 1.0
AMP = (-2.0, 1.0)
LMAX, NRAD = 14, 40
NL = LMAX + 1
YNORM = np.sqrt((2 * np.arange(NL) + 1) / (4 * np.pi))
OSC = 2 * np.arange(NRAD)[None, :] + np.arange(NL)[:, None] + 1.5
rng = np.random.default_rng(7)


def v(l, r):
    return AMP[l] * np.exp(-r**2 / 2)


def radial_basis(l, r):
    """Normalized radial oscillator functions, shape (NRAD, len(r))."""
    a, x = l + 0.5, r**2
    out = np.empty((NRAD, len(r)))
    out[0] = np.sqrt(2 / gamma(l + 1.5)) * r**l * np.exp(-x / 2)
    for n in range(NRAD - 1):
        new = (2 * n + 1 + a - x) * out[n]
        if n:
            new -= np.sqrt(n * (n + a)) * out[n - 1]
        out[n + 1] = new / np.sqrt((n + 1) * (n + 1 + a))
    return out


def interval_rule(count, end):
    x, w = leggauss(count)
    return end * (x + 1) / 2, end * w / 2


RAD, RAD_W = interval_rule(400, 18.0)
BASIS = [radial_basis(l, RAD) for l in range(NL)]


def ground_state(field):
    """Diagonalize H in partial waves with m = 0."""
    h = np.diag(OSC.ravel()).astype(float)
    for l in range(NL):
        here = slice(l * NRAD, (l + 1) * NRAD)
        if l < len(AMP):
            h[here, here] += (BASIS[l] * (RAD_W * RAD**2 * v(l, RAD))) @ BASIS[l].T
        if l < LMAX:
            up = slice((l + 1) * NRAD, (l + 2) * NRAD)
            angular = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
            block = (BASIS[l] * (RAD_W * RAD**3)) @ BASIS[l + 1].T
            h[here, up] = -field * angular * block
            h[up, here] = h[here, up].T
    energy, vec = eigh(h, subset_by_index=[0, 0])
    coef = vec[:, 0].reshape(NL, NRAD)
    return energy[0], coef * np.sign(coef[0, 0])


def prepare(coef, pos, field):
    """Everything at the positions except the nonlocal term."""
    r = np.linalg.norm(pos, axis=1)
    unit = pos / r[:, None]
    u, hu = np.empty((NL, len(r))), np.empty((NL, len(r)))
    for l in range(NL):
        b = radial_basis(l, r)
        u[l], hu[l] = coef[l] @ b, (coef[l] * OSC[l]) @ b
    psi = legval(unit[:, 2], YNORM[:, None] * u, tensor=False)
    hpsi = legval(unit[:, 2], YNORM[:, None] * hu, tensor=False)
    return dict(r=r, unit=unit, u=u, psi=psi,
                local=hpsi / psi - field * pos[:, 2])


def nonlocal_energy(p, rule, rot):
    """Angular-rule estimate of (V_nonlocal psi)/psi, one rotation per row."""
    dirs, weights = rule
    turned = np.einsum("nij,kj->nki", rot, dirs)
    cosine = np.einsum("nki,ni->nk", turned, p["unit"])
    values = legval(turned[:, :, 2], (YNORM[:, None] * p["u"])[:, :, None],
                    tensor=False)
    kernel = v(0, p["r"])[:, None] + 3 * v(1, p["r"])[:, None] * cosine
    return (kernel * values) @ weights / p["psi"]


def random_rotations(count):
    return Rotation.from_quat(rng.normal(size=(count, 4))).as_matrix()


def unrotated(count):
    return np.broadcast_to(np.eye(3), (count, 3, 3))


def polar_positions(r, cosine, phi):
    s = np.sqrt(np.maximum(0.0, 1 - cosine**2))
    return np.stack([r * s * np.cos(phi), r * s * np.sin(phi), r * cosine], -1)


# Angular rules
signs = list(itertools.product((1, -1), repeat=3))
cube = np.array(signs) / np.sqrt(3)
tetra = np.array([s for s in signs if np.prod(s) == 1]) / np.sqrt(3)
octa = np.vstack([np.eye(3), -np.eye(3)])
edges = np.array([q for q in itertools.product((-1, 0, 1), repeat=3)
                  if np.abs(q).sum() == 2]) / np.sqrt(2)
golden = (1 + np.sqrt(5)) / 2
ico = np.array([np.roll([0, a, b * golden], k) for k in range(3)
                for a in (1, -1) for b in (1, -1)]) / np.sqrt(1 + golden**2)
RULES = {len(d): (d, np.full(len(d), 1 / len(d))) for d in (tetra, octa, ico)}
RULES[26] = (np.vstack([octa, edges, cube]),
             np.repeat([1 / 21, 4 / 105, 9 / 280], [6, 12, 8]))
ct, wt = leggauss(16)
ph = 2 * np.pi * np.arange(32) / 32
dense_dirs = polar_positions(1.0, np.repeat(ct, 32), np.tile(ph, 16))
DENSE = (dense_dirs, np.repeat(wt / 2, 32) / 32)


def rule_power(rule, L):
    dirs, w = rule
    return w @ eval_legendre(L, dirs @ dirs.T) @ w


energy, coef = ground_state(FIELD)
print(f"field {FIELD} a.u.; v_0, v_1 amplitudes {AMP[0]}, {AMP[1]} hartree")
print(f"ground-state energy {energy:.8f} hartree = {energy*HARTREE_EV:.5f} eV")
wave_weights = (coef**2).sum(axis=1)
for J in range(6):
    print(f"weight of partial wave J={J}: {wave_weights[J]:.3e}")

# Sign of psi on a grid: no node in the region that matters
gr, gc = np.meshgrid(np.linspace(0.02, 6, 150), np.linspace(-1, 1, 61))
grid_pos = polar_positions(gr.ravel(), gc.ravel(), 0.0)
grid = prepare(coef, grid_pos, FIELD)
smallest = grid["psi"][grid["r"] < 3.5].min()
assert smallest > 0
print(f"smallest psi on grid with r < 3.5 bohr: {smallest:.3e} bohr^-3/2")

# Pointwise eigenvalue equation: finite differences and dense angular rule
test_pos = np.array([[0.3, 0.2, 0.5], [0.6, 0.0, -0.8], [1.0, -0.7, 0.4],
                     [0.1, 0.1, 1.8], [-0.5, 0.9, 1.2], [0.2, -0.3, -1.1]])
step = 0.01
stencil = np.array([-1 / 12, 4 / 3, -5 / 2, 4 / 3, -1 / 12]) / step**2
at = prepare(coef, test_pos, FIELD)
laplacian = sum(c * prepare(coef, test_pos + k * step * e, FIELD)["psi"]
                for e in np.eye(3) for k, c in zip(range(-2, 3), stencil))
exact_nl = nonlocal_energy(at, DENSE, unrotated(len(test_pos)))
pointwise = (-0.5 * laplacian / at["psi"] + 0.5 * at["r"]**2
             - FIELD * test_pos[:, 2] + exact_nl)
deviation = np.abs(pointwise - energy).max()
for q, t, e in zip(test_pos[:3], exact_nl, pointwise):
    print(f"r=({q[0]:.1f},{q[1]:.1f},{q[2]:.1f}) bohr: nonlocal {t:.6f}, "
          f"local energy {e:.6f} hartree")
# tolerance: finite basis and finite-difference step
assert deviation < 1e-5
print(f"largest |E_L - E| at {len(test_pos)} points: {deviation:.1e} hartree")

# Degree of each rule, from the first nonzero S_L with L >= 1
powers = {k: [rule_power(rule, L) for L in range(LMAX + 2)]
          for k, rule in RULES.items()}
degree = {k: next(L for L in range(1, LMAX + 2) if s[L] > 1e-12) - 1
          for k, s in powers.items()}
assert degree == {4: 2, 6: 3, 12: 5, 26: 7}
print(f"six-point rule: S_4 = {powers[6][4]:.6f}, S_6 = {powers[6][6]:.6f}")

# Rotational mean and variance at one fixed position
one = test_pos[1]
fixed = prepare(coef, np.tile(one, (60000, 1)), FIELD)
estimate = nonlocal_energy(fixed, RULES[6], random_rotations(60000))
on_sphere = prepare(coef, np.linalg.norm(one) * dense_dirs, FIELD)["psi"]
r_one = np.linalg.norm(one)
f = ((v(0, r_one) + 3 * v(1, r_one) * (dense_dirs @ one) / r_one)
     * on_sphere / at["psi"][1])
wf = DENSE[1] * f
gram = dense_dirs @ dense_dirs.T
var_fixed = sum((2 * L + 1) * powers[6][L] * (wf @ eval_legendre(L, gram) @ wf)
                for L in range(1, LMAX + 2))


def moments(x):
    """Mean, its error, variance, its error, for independent samples."""
    c = x - x.mean()
    var = np.mean(c**2)
    return (x.mean(), np.sqrt(var / len(x)), var,
            np.sqrt((np.mean(c**4) - var**2) / len(x)))


m, dm, s2, ds2 = moments(estimate)
assert abs(m - exact_nl[1]) < 5 * dm
assert abs(s2 - var_fixed) < 5 * ds2
print(f"fixed r=({one[0]:.1f},{one[1]:.1f},{one[2]:.1f}) bohr, six points, "
      f"{len(estimate)} rotations:")
print(f"  mean {m:.5f} +- {dm:.5f}, exact {exact_nl[1]:.5f} hartree")
print(f"  variance {s2:.5e} +- {ds2:.1e}, formula {var_fixed:.5e} hartree^2")

# The same average without sampling error: product rule in the Euler angles,
# exact for the finite angular content of the computed psi
alpha, beta, third = np.meshgrid(ph, np.arccos(ct), ph, indexing="ij")
euler = np.stack([alpha.ravel(), beta.ravel(), third.ravel()], axis=1)
euler_w = np.broadcast_to(wt[None, :, None] / 2 / len(ph)**2, alpha.shape).ravel()
turns = Rotation.from_euler("ZYZ", euler).as_matrix()
still = prepare(coef, np.tile(one, (len(turns), 1)), FIELD)
turned_values = nonlocal_energy(still, RULES[6], turns)
full_mean = euler_w @ turned_values
full_var = euler_w @ (turned_values - full_mean)**2
assert abs(full_mean - exact_nl[1]) < 1e-10
assert abs(full_var / var_fixed - 1) < 1e-8
print(f"  all rotations: mean {full_mean:.8f} hartree, "
      f"variance {full_var:.8e} hartree^2")

# Total added variance from the closed formula
x, w = leggauss(40)
p_wave = [(coef[J] @ BASIS[J])**2 for J in range(NL)]
radial = [[np.sum(RAD_W * RAD**2 * v(l, RAD)**2 * p_wave[J]) for J in range(NL)]
          for l in range(2)]


def triple(L, l, J):
    """Coupling integral; exact zero where angular momentum forbids it."""
    value = 0.5 * np.sum(w * eval_legendre(L, x) * eval_legendre(l, x)
                         * eval_legendre(J, x))
    if abs(L - l) <= J <= L + l and (L + l + J) % 2 == 0:
        return value
    assert abs(value) < 1e-12
    return 0.0


coupled = [[sum(triple(L, l, J) * radial[l][J] for J in range(NL))
            for L in range(LMAX + 2)] for l in range(2)]
# S_L vanishes up to the degree of the rule, so the sum starts above it
predicted = {k: sum((2 * l + 1) * (2 * L + 1) * powers[k][L] * coupled[l][L]
                    for l in range(2) for L in range(degree[k] + 1, LMAX + 2))
             for k in RULES}

# Direct average over |psi|^2 on a spatial grid, one random rotation per point
rad, rad_w = interval_rule(40, 8.0)
cloud_pos = (rad[:, None, None] * dense_dirs[None]).reshape(-1, 3)
cloud = prepare(coef, cloud_pos, FIELD)
density = (4 * np.pi * (rad_w * rad**2)[:, None] * DENSE[1]).ravel() * cloud["psi"]**2
assert abs(density.sum() - 1) < 1e-7

# Exact projectors on the same grid: what remains is basis truncation
projected = (v(0, cloud["r"]) * cloud["u"][0] * YNORM[0]
             + v(1, cloud["r"]) * cloud["u"][1] * YNORM[1] * cloud["unit"][:, 2])
e_exact = cloud["local"] + projected / cloud["psi"]
exact_mean = density @ e_exact
truncation = density @ (e_exact - energy)**2
assert abs(exact_mean - energy) < 1e-7
print(f"exact projectors: variance {truncation:.1e} hartree^2 (basis truncation)")

# Sampling-free average over density and rotations. The squared error times
# psi^2 is quadratic in the electron direction, so six directions suffice;
# axial symmetry of psi then makes the last turn about z redundant.
beta2, third2 = np.meshgrid(np.arccos(ct), ph, indexing="ij")
turns2 = Rotation.from_euler("ZYZ", np.stack(
    [0 * beta2.ravel(), beta2.ravel(), third2.ravel()], axis=1)).as_matrix()
turns2_w = np.repeat(wt / 2, len(ph)) / len(ph)
all_turns = np.tile(turns2, (len(rad), 1, 1))
spots = [prepare(coef, rad[:, None] * d, FIELD) for d in octa]


def average_variance(rule):
    total = 0.0
    for spot in spots:
        p = {name: np.repeat(a, len(turns2), axis=1 if name == "u" else 0)
             for name, a in spot.items()}
        e = p["local"] + nonlocal_energy(p, rule, all_turns)
        shell = 4 * np.pi / len(octa) * rad_w * rad**2 * spot["psi"]**2
        total += np.outer(shell, turns2_w).ravel() @ (e - energy)**2
    return total


repeats = 16
print("points, degree: variance by formula, all rotations, random rotations "
      "(hartree^2); std (hartree)")
for k, rule in RULES.items():
    means, variances = [], []
    for _ in range(repeats):
        e = cloud["local"] + nonlocal_energy(cloud, rule, random_rotations(len(density)))
        means.append(density @ e)
        variances.append(density @ (e - energy)**2)
    mean_err = np.std(means, ddof=1) / np.sqrt(repeats)
    direct, err = np.mean(variances), np.std(variances, ddof=1) / np.sqrt(repeats)
    complete = average_variance(rule)
    print(f"  {k:2d}, {degree[k]}: {predicted[k]:.5e}, {complete:.5e}, "
          f"{direct:.4e} +- {err:.1e}; {np.sqrt(predicted[k]):.3e}")
    # tolerance: rounding, and basis truncation at the six directions
    assert abs(complete - predicted[k]) < 1e-6 * predicted[k] + 100 * truncation
    assert abs(np.mean(means) - exact_mean) < 6 * mean_err
    assert abs(direct - truncation - predicted[k]) < 6 * err
    # the noise must stand clear of the basis truncation
    assert predicted[k] > 10 * truncation
print(f"six-point noise std {np.sqrt(predicted[6])*HARTREE_EV:.4f} eV")
print(f"independent samples for 1e-4 hartree error, six points: "
      f"{predicted[6]/1e-8:.0f}")

# Without random rotation the mean itself is shifted
e_fixed = cloud["local"] + nonlocal_energy(cloud, RULES[6], unrotated(len(density)))
bias = density @ e_fixed - energy
assert abs(bias) > 1e-6
print(f"energy shift of the unrotated six-point rule: {bias:.3e} hartree")

# VMC with independent samples of |psi|^2 by rejection from a Gaussian
centre, exponent = np.array([0.0, 0.0, 0.6]), 0.6


def ratio(p, pos):
    return p["psi"]**2 * np.exp(exponent * ((pos - centre)**2).sum(axis=1))


bound = 1.02 * ratio(grid, grid_pos).max()
trial = centre + rng.normal(size=(80000, 3)) / np.sqrt(2 * exponent)
accept_ratio = ratio(prepare(coef, trial, FIELD), trial) / bound
assert accept_ratio.max() <= 1
samples = trial[rng.random(len(trial)) < accept_ratio]
walk = prepare(coef, samples, FIELD)
e_six = walk["local"] + nonlocal_energy(walk, RULES[6], random_rotations(len(samples)))
m, dm, s2, ds2 = moments(e_six)
assert abs(m - energy) < 5 * dm
assert abs(s2 - predicted[6]) < 6 * ds2
print(f"VMC, six points, {len(samples)} samples: energy {m:.6f} +- {dm:.6f} hartree")
print(f"  variance {s2:.4e} +- {ds2:.1e} hartree^2")
few = prepare(coef, samples[:1500], FIELD)
e_dense = few["local"] + nonlocal_energy(few, DENSE, random_rotations(len(few["r"])))
assert e_dense.var() < 1e-8
print(f"VMC, {len(dense_dirs)}-point rule, {len(e_dense)} samples: "
      f"variance {e_dense.var():.1e} hartree^2")

# Exception: zero field, pure s state, six points are already exact
energy0, coef0 = ground_state(0.0)
inner = samples[np.linalg.norm(samples, axis=1) < 3][:1500]
p0 = prepare(coef0, inner, 0.0)
e0 = p0["local"] + nonlocal_energy(p0, RULES[6], random_rotations(len(inner)))
assert np.mean((e0 - energy0)**2) < 1e-8
print(f"zero field: energy {energy0:.6f} hartree, six-point mean square "
      f"deviation {np.mean((e0-energy0)**2):.1e} hartree^2")
print("checks complete")
```

Printed output:

```
field 1.0 a.u.; v_0, v_1 amplitudes -2.0, 1.0 hartree
ground-state energy 0.16736611 hartree = 4.55426 eV
weight of partial wave J=0: 9.343e-01
weight of partial wave J=1: 6.112e-02
weight of partial wave J=2: 4.307e-03
weight of partial wave J=3: 2.408e-04
weight of partial wave J=4: 1.112e-05
weight of partial wave J=5: 4.360e-07
smallest psi on grid with r < 3.5 bohr: 5.104e-05 bohr^-3/2
r=(0.3,0.2,0.5) bohr: nonlocal -1.302107, local energy 0.167366 hartree
r=(0.6,0.0,-0.8) bohr: nonlocal -1.838543, local energy 0.167366 hartree
r=(1.0,-0.7,0.4) bohr: nonlocal -0.737885, local energy 0.167366 hartree
largest |E_L - E| at 6 points: 4.4e-09 hartree
six-point rule: S_4 = 0.583333, S_6 = 0.125000
fixed r=(0.6,0.0,-0.8) bohr, six points, 60000 rotations:
  mean -1.83855 +- 0.00002, exact -1.83854 hartree
  variance 1.53720e-05 +- 7.1e-08, formula 1.52235e-05 hartree^2
  all rotations: mean -1.83854324 hartree, variance 1.52234648e-05 hartree^2
exact projectors: variance 1.1e-19 hartree^2 (basis truncation)
points, degree: variance by formula, all rotations, random rotations (hartree^2); std (hartree)
   4, 2: 3.80984e-04, 3.80984e-04, 3.8541e-04 +- 2.4e-06; 1.952e-02
   6, 3: 1.00719e-05, 1.00719e-05, 1.0174e-05 +- 6.5e-08; 3.174e-03
  12, 5: 3.10913e-09, 3.10913e-09, 3.1253e-09 +- 2.2e-11; 5.576e-05
  26, 7: 3.38231e-13, 3.38231e-13, 3.3613e-13 +- 2.0e-15; 5.816e-07
six-point noise std 0.0864 eV
independent samples for 1e-4 hartree error, six points: 1007
energy shift of the unrotated six-point rule: 5.506e-05 hartree
VMC, six points, 20411 samples: energy 0.167372 +- 0.000022 hartree
  variance 9.9402e-06 +- 3.2e-07 hartree^2
VMC, 512-point rule, 1500 samples: variance 6.1e-20 hartree^2
zero field: energy 0.317548 hartree, six-point mean square deviation 1.1e-19 hartree^2
checks complete
```
